Critical Thickness of Epitaxial Films: Asymptotics and First Correction

**1. A case simple enough to see through**

A thin crystal film grows on a thick substrate whose lattice parameter differs from its own by a small fraction f. At first the film stretches or shrinks to match the substrate. Later it can relieve strain by taking in a dislocation at the interface. Let Poisson's ratio be zero, and let the dislocation be of pure edge type with its Burgers vector, of length b, in the interface.

With shear modulus μ, the film stress is then 2μf. Over a film thickness h, a displacement b lets this stress do work 2μfbh per unit length of dislocation. The dislocation costs line energy (μb²/4π) ln(αh/b), where α is a number of order one that describes its core. Sections 2 and 3 derive these expressions for general Poisson's ratio. Gain and cost balance when

2μfbh = (μb²/4π) ln(αh/b),

or, after division by 2μfb,

h = (1/8π)(b/f) ln(αh/b).

The modulus has cancelled: a stiffer crystal stores more strain energy but also has costlier dislocations. The remaining length is b/f, multiplied by a logarithm and by the small number 1/8π ≈ 0.04. For h to equal b/f, the logarithm would have to be 8π ≈ 25. With α = e this means h = b exp(8π − 1), about 3×10¹⁰ b. The estimate "b/f times a logarithm" is therefore a scaling law whose numerical prefactor matters.

**2. The strained film and the work it can do**

The film surface and the interface are (001) planes. Film and substrate have the same isotropic elastic constants, and the substrate is thick enough to remain unstrained. Let x and y lie in the film and z along its normal. We use magnitudes for mismatch and stress, and choose the sign of the Burgers vector that relieves the strain. Defining f relative to the film or to the substrate lattice parameter changes it at order f², which is neglected.

The in-plane strains are both f. The normal strain e follows from the free surface, with Λ₀ = 2μν/(1−2ν) the first Lamé constant:

σ_zz = Λ₀(2f + e) + 2μe = 0.

Since Λ₀ + 2μ = 2μ(1−ν)/(1−2ν), this gives e = −2νf/(1−ν). The same condition says Λ₀(2f + e) = −2μe, so the in-plane stress is

σ = Λ₀(2f + e) + 2μf = 2μ(f − e) = Mf,
M = 2μ(1+ν)/(1−ν).

The energy density is half the sum of stress times strain over two directions, Mf². The energy per film area is Mhf².

Now introduce a long straight dislocation at the interface, parallel to y. Let b_x = b cosλ be its Burgers component in the interface and normal to the line. Make a cut from the free surface down to the line and displace its faces by the Burgers vector. On a vertical cut the mismatch traction is σ along x, and the cut has area h per unit length. The work gained is

G = σb_x h = Mfb cosλ h.

A real slip plane is inclined at an angle φ to the interface. Its area per unit length is larger, h/sinφ, but the traction on it is smaller, σ sinφ, still along x. The product is unchanged. The normal component of the Burgers vector gains nothing, because the mismatch stress has no z component.

**3. The cost of the dislocation line**

We first need the energy around a straight dislocation in an infinite medium. Use polar coordinates r, θ about the line.

For a screw dislocation of strength b_s the displacement along the line is b_sθ/2π. The shear stress is μb_s/(2πr), and the energy density is this stress squared divided by 2μ. An annulus of width dr contains

2πr dr · μb_s²/(8π²r²) = (μb_s²/4π) dr/r.

For an edge dislocation of strength b_e, measure θ from its Burgers vector and try

σ_rr = σ_θθ = −D sinθ/r, σ_rθ = D cosθ/r.

These stresses derive from the Airy function −Dr ln r sinθ, so they are in equilibrium. Their sum σ_rr + σ_θθ is harmonic, so the strains are compatible away from the line. The constant D must be fixed by the displacement jump. Plane strain gives

ε_rr = ε_θθ = −q sinθ/r, q = (1−2ν)D/(2μ),
ε_rθ = D cosθ/(2μr).

Integrating ε_rr = ∂u_r/∂r gives

u_r = −q sinθ ln r + g(θ).

Inserting this in ε_θθ = (u_r + ∂u_θ/∂θ)/r and integrating over θ gives

u_θ = q cosθ (1 − ln r) − H(θ), H′ = g.

The shear relation 2ε_rθ = (1/r)∂u_r/∂θ + ∂u_θ/∂r − u_θ/r then becomes, after the ln r terms cancel,

g′ + H − 2q cosθ = (D/μ) cosθ.

Since 2q + D/μ = 2(1−ν)D/μ, differentiation yields

g″ + g = −2(1−ν)(D/μ) sinθ.

A solution is g = Pθ cosθ with P = (1−ν)D/μ, as substitution shows. On one turn u_r jumps by 2πP at θ = 0, while H = P cosθ + Pθ sinθ returns to its value there. The jump must be b_e, hence

D = μb_e/[2π(1−ν)].

The energy density is half the sum of stress times strain, with the shear counted twice:

(D²/2μr²)[(1−2ν) sin²θ + cos²θ].

The angular integral of the bracket is 2π(1−ν). The energy in an annulus is therefore

π(1−ν)(D²/μ) dr/r = [μb_e²/(4π(1−ν))] dr/r.

A mixed dislocation has an angle β between Burgers vector and line, so b_s = b cosβ and b_e = b sinβ. Screw and edge fields use different stress components, and their energies add. The coefficient of dr/r is

K = (μ/4π)[b² sin²β/(1−ν) + b² cos²β]
= μb²(1 − ν cos²β)/[4π(1−ν)].

Next comes the free surface at distance h. Far from the dislocation, the displaced cut looks like a local disturbance of length h; its field falls at least as fast as 1/r², so the total energy is finite. Outside a core tube of radius r₀, this energy can depend on h and r₀ only through h/r₀. The reason is scaling: enlarging all lengths by s at fixed b divides stresses by s and energy density by s², while areas grow by s².

Close to the line, the infinite-medium field, of order 1/r, dominates the smooth field due to the surface, of order 1/h. Shrinking r₀ therefore adds energy K per unit decrease of ln r₀, up to relative corrections that vanish as r₀/h → 0. Because the energy depends on h/r₀, increasing ln h by one unit must also add K. Thus the line energy is

W = K ln(αh/b).

The constant α contains the surface geometry and the core energy. Linear elasticity cannot supply the latter. The derivative K/h is the attraction towards the surface. In numerical tests that cancelled the surface tractions of buried dislocations, at depths of 3 and 70 nm, the force agreed with K/h to better than one part in 10⁶ for screw, two edge orientations and the mixed case.

**4. The marginal balance**

The energy change per length for the first dislocation is W − G. Setting it to zero gives

Mfb cosλ h = K ln(αh/b).

Insert M and K. The factors μ and 1−ν cancel, and

h_c = c(b/f) ln(αh_c/b),
c = (1 − ν cos²β)/[8π(1+ν) cosλ].

For ν = 0, β = 90° and λ = 0 this is the opening case.

It matters that the balance concerns one added dislocation. Consider two crossed arrays, each with ρ lines per unit length. If their strain relief is treated as uniform, a mean-field approximation, the energy per area is

E(ρ) = Mh(f − ρb cosλ)² + 2ρW.

Its slope at ρ = 0 is −2Mhfb cosλ + 2W, which changes sign at h_c. The interaction of distant lines does not enter this linear term.

Equating the coherent film with a fully relaxed one, at ρ = f/(b cosλ), is a different condition:

Mhf² = 2fW/(b cosλ), or h = 2W/(Mfb cosλ).

This has twice the coefficient, and marks a thickness at which partial relaxation already pays.

**5. Asymptotics at small mismatch**

Define

A = cb/f, L = ln(αh_c/b), Λ = ln(αA/b) = ln(αc/f).

Then h_c = AL. Taking the logarithm of αh_c/b = (αA/b)L gives

L = Λ + ln L.

The function L − ln L has derivative 1 − 1/L, so it falls for L < 1, rises for L > 1 and has minimum 1. For Λ > 1 there are two roots. The cost W − G is positive between them and negative above the larger one, which is the critical thickness. The smaller root tends to L = 0, or h = b/α, as f decreases. It lies at core size, where the logarithmic energy has no meaning.

Let f → 0 at fixed c and α. Then Λ → ∞, and so does the larger root. Since ln L/L → 0, the equation gives L/Λ → 1. The leading result is L ≈ Λ. For the correction, write

ln L = ln Λ + ln(L/Λ).

The last term tends to zero. Therefore

L = Λ + ln Λ + ln(L/Λ),
h_c ≈ (cb/f)[ln(αc/f) + ln ln(αc/f)].

The size of what is left follows from L/Λ = 1 + ln Λ/Λ + ln(L/Λ)/Λ. Expanding its logarithm gives

ln(L/Λ) = ln Λ/Λ + O[(ln Λ/Λ)²].

The remainder is positive for L > 1, because then L = Λ + ln L > Λ. The two-term formula therefore underestimates h_c. The correction ln Λ grows without limit, but slowly compared with Λ.

A simpler form puts b/f in place of h_c inside the logarithm. The identity

L = ln(α/f) + ln(h_c f/b)

shows what is dropped. Since h_c f/b = cL, the neglected term is ln(cL), which is small compared with L as f → 0. This justifies

h_c ≈ c(b/f) ln(α/f)

at leading order. For moderate f it may do better than the leading form with ln(αc/f), because cL can be close to one even though c is small.

How slowly does the logarithm vary? Differentiate h_c = AL. From the definition of L, dL = d ln h_c, so

d ln h_c = d ln A + (1/L) d ln h_c.

As d ln A = −d ln f,

d ln h_c/d ln f = −1/(1 − 1/L).

The exponent is steeper than −1 and approaches −1 as f → 0. In the same way, at fixed f,

d ln h_c/d ln α = 1/(L − 1).

An uncertain core constant thus has a smaller relative effect on thicker films.

**6. The opposite limit: the roots merge**

The two roots meet at L = 1, where Λ = 1. This sets the largest mismatch with a solution,

f_m = αc/e.

Just below it, put L = 1 + t with t small. Then L − ln L = 1 + t²/2 + O(t³), while Λ = 1 + ln(f_m/f). Hence

t ≈ ±√[2 ln(f_m/f)].

At the merger h = eb/α, one Burgers length if α = e, and the local exponent diverges. This is no sharp physical transition. It shows that continuum elasticity has been carried to atomic thickness. For f > f_m the formula assigns no positive energy cost at any thickness; an atomistic calculation is needed.

**7. A boron-doped diamond layer**

Take a heavily boron-doped layer on (001) diamond. Boron enlarges the lattice slightly, so the film is compressed. The round mismatch is f = 1.0×10⁻³. As model inputs we set the lattice parameter a = 0.357 nm and the stiffnesses C₁₁, C₁₂, C₄₄ = 1080, 125, 580 GPa. They are chosen to resemble diamond; their digits fix the arithmetic and are not quoted as measurements. Their Voigt average, μ = (C₁₁ − C₁₂ + 3C₄₄)/5 with bulk modulus (C₁₁ + 2C₁₂)/3, gives μ = 539 GPa and ν = 0.0674. The Reuss average, 534 GPa and 0.0702, would lower the thickness found below by only 0.5 nm.

The dislocation line is along [110], with Burgers vector (a/2)[101] in a {111} slip plane. Its length is b = a/√2 = 0.2524 nm. It makes 60° with the line, so cosβ = 0.5; its in-plane component normal to the line gives cosλ = 0.5 as well. We take α = e by convention.

The prefactor is

c = (1 − 0.0674/4)/(8π × 1.0674 × 0.5) = 0.0733.

Thus b/f = 252.4 nm and A = 0.0733 × 252.4 = 18.50 nm. The asymptotic sequence starts from

Λ = 1 + ln(0.0733/0.001) = 5.29, ln Λ = 1.67.

The leading term gives h_c ≈ 18.50 × 5.29 = 98 nm. The first correction raises it to 18.50 × 6.96 = 129 nm. The full root is L = 7.280, or

h_c = 18.50 × 7.280 = 134.7 nm,

or about 0.13 μm. The extra digits here and below serve only to follow the arithmetic; section 8 shows that the core constant alone shifts the result by more than ten percent.

Relative to this root, the leading term is 27% low and the corrected one 4% low. The next term, ln Λ/Λ = 0.31, accounts for nearly all the remaining difference in L. This closeness is partly luck: the terms of following order, ln Λ/Λ² = 0.06 and −½(ln Λ/Λ)² = −0.05, nearly cancel here. The simpler logarithm ln(α/f) = 7.91 gives 146 nm, 9% high.

The balance can be read directly. The film stress is Mf = 1234 × 0.001 = 1.234 GPa, and b cosλ = 0.1262 nm. The work gained is 1.234 × 0.1262 × 134.7 = 20.98 GPa nm², or 130.9 eV/nm. The line energy is 17.98 × 7.280 = 130.9 eV/nm. Integrating the numerically computed surface attraction and finding the balance again gives 134.7 nm.

With all other inputs fixed, mismatches of 10⁻⁴, 10⁻³ and 10⁻² give thicknesses of 1830, 135 and 8.3 nm. The corresponding L are 9.89, 7.28 and 4.49, and h_c f/b is 0.725, 0.534 and 0.329. Over this range b/f has the right order but is too large by factors between 1.4 and 3. The local exponent at 10⁻³ is −1.159. The merger lies at f_m = 0.0733, far from the example.

Equating total energies instead gives 299 nm. This exceeds twice h_c because the logarithm also grows. Moreover, full relaxation requires a line spacing of 126 nm, smaller than that thickness, so charging each line its isolated energy is no longer accurate.

**8. What the estimate leaves out**

*Core.* With α = 1 the thickness is 113 nm, and with α = 8 it is 158 nm. Section 5 gives the sensitivity 1/(L − 1) = 0.16: changing α by a factor of e shifts h_c by about 16%.

*Anisotropy.* The scaling argument for the logarithm holds for cubic elasticity too, with another K. Numerical evaluation gives 17.83 eV/nm in place of 17.98, and a biaxial modulus of 1176 GPa in place of 1234. The film is softer by 5%, while the line energy hardly changes, so h_c rises to 141 nm.

*Surface step.* Slip leaves a step of height a/2 = 0.1785 nm. With a rough surface energy of 5 J/m² it costs 5.57 eV/nm. Adding this to W replaces α by α exp(5.57/17.98), and h_c becomes 141 nm. This charges only the step height; counting the area of the inclined {111} facet, with or without the flat area it replaces, gives 138 to 143 nm.

*Dissociation.* In diamond a 60° dislocation splits into a 90° and a 30° partial joined by a stacking fault, which lowers its line energy. A rough estimate with a fault energy near 0.285 J/m² gives a width of about 3.4 nm. If the same α is kept for each partial, h_c falls to between 115 and 123 nm for α = e and to between 101 and 109 nm for α = 1, depending on whether the core cutoff scales with the full or the partial Burgers length.

*Lattice friction.* On the slip plane the resolved shear stress is 0.4082 × 1.234 = 0.504 GPa. A friction stress τ_f reduces the useful stress τ to τ − τ_f. Dividing the balance at 2h_c by the frictionless balance at h_c gives

2(τ − τ_f)/τ = (L + ln 2)/L.

Hence τ_f = 0.504 × [1 − 7.973/(2 × 7.280)] = 0.228 GPa is enough to double the critical thickness.

*Nucleation.* Suppose a half-loop of radius R starts at a perfect surface. Treating each element as a straight line with cutoff R, its energy is roughly

E(R) = πRK′ ln(αR/b) − ½πR²τb.

Here K′ is K with cos²β replaced by its loop average, 1/2. Setting dE/dR = 0 gives K′[ln(αR/b) + 1] = Rτb. Substitution for Rτb gives the barrier

E* = ½πRK′[ln(αR/b) − 1].

The critical radius is 192 nm and the barrier about 3.5×10⁴ eV. At a rough growth temperature of 1100 K, kT is 0.095 eV. No plausible correction to this crude loop energy makes such thermal nucleation possible. In this estimate the loop would also reach 157 nm deep, a depth comparable with h_c, so at the threshold the finite film thickness could not be ignored.

A dislocation already threading from the substrate through the film avoids this barrier. As its film segment glides sideways, it leaves a misfit dislocation behind, and each unit of advance changes the energy by W − G. The threshold then describes when such motion first pays. Steps, inclusions or edges that concentrate stress might provide other sources; they lie outside this model.

For a real boron-doped contact layer, a mismatch near 10⁻³ belongs to very heavy doping; lighter doping gives less mismatch and a larger threshold. The assumption most at risk is free dislocation motion. Diamond resists slip strongly, and a friction stress of 0.228 GPa would already move the estimate from 135 to 269 nm. A larger friction would move it further, and one above 0.504 GPa would stop this mechanism at the assumed mismatch. As a design rule, staying below about 0.1 μm gives the 60° dislocations considered here no energetic reason to extend, given this mismatch, a sharp interface, and a core constant no smaller than one. At α = 1 dissociation brings the threshold down to about 0.1 μm itself, so the rule has little margin. This does not guarantee coherence in full equilibrium. A pure edge dislocation with its Burgers vector in the interface has cosλ = 1 and β = 90°, so c = 1/(8π × 1.0674) = 0.0373, L = 6.49, and its threshold is only about 61 nm for α = e. Its slip plane is the interface itself, so it cannot simply glide in from the surface. Exceeding h_c permits relaxation on energetic grounds; it does not predict how much will occur during growth.

Values computed for the example and the checks

```
Lattice parameter (rough input): 0.357 nm
C11, C12, C44 (rough inputs): 1080, 125, 580 GPa
Mismatch f (round input): 1.0e-03
Core constant alpha (convention e): 2.718
Averaged shear modulus mu: 539 GPa
Averaged Poisson ratio nu: 0.0674
Burgers length b: 0.2524 nm
In-plane edge component b cos(lambda): 0.1262 nm
cos(lambda), cos(beta): 0.500, 0.500
Biaxial modulus M: 1234 GPa
Coherent film stress M f: 1.234 GPa
Schmid factor: 0.4082
Resolved shear stress: 0.504 GPa
Line-energy factor K: 17.98 eV/nm
Prefactor c: 0.0733
Length b/f: 252.4 nm
Length A = c b/f: 18.50 nm
Critical thickness h_c: 134.7 nm
h_c from integrated forces: 134.7 nm
Logarithm L at h_c: 7.280
Line energy W at h_c: 130.9 eV/nm
Ratio h_c/(b/f): 0.534
Local exponent d ln h_c / d ln f: -1.159
Largest mismatch with a root: 0.0733
f = 1e-04: h_c = 1829.6 nm, L = 9.89, h_c f/b = 0.725
f = 1e-03: h_c = 134.7 nm, L = 7.28, h_c f/b = 0.534
f = 1e-02: h_c = 8.3 nm, L = 4.49, h_c f/b = 0.329
Full-relaxation line spacing: 126.2 nm
Thickness from equal total energies: 298.9 nm
h_c with alpha = 1: 112.9 nm
h_c with alpha = 8: 157.6 nm
Anisotropy ratio 2 C44/(C11-C12): 1.215
Cubic line-energy factor: 17.83 eV/nm
Cubic biaxial modulus: 1176 GPa
h_c with cubic elasticity: 141.0 nm
Surface energy (rough input): 5.0 J/m^2
Surface step height: 0.1785 nm
Surface step energy: 5.57 eV/nm
h_c with surface step: 141.3 nm
Friction stress that doubles h_c: 0.228 GPa
Critical half-loop radius: 192 nm
Depth reached by that half-loop: 157 nm
Half-loop barrier: 3.54e+04 eV
Growth temperature (rough input): 1100 K
kT at growth: 0.0948 eV
```
